**Multipole form of Gaunt and Breit matrix elements for Dirac spinors**

For spinors (PΩ_κ, iQΩ_−κ)/r in Hartree units, ⟨ab|g|cd⟩ = Σ_k A_k X_k, where A_k is the product of Wigner–Eckart angular factors and X_k is built from V = P_aQ_c+Q_aP_c, M = (Δ−k)P_aQ_c+(Δ+k)Q_aP_c and N = (Δ+k+1)P_aQ_c+(Δ−k−1)Q_aP_c with Δ = κ_a−κ_c. Magnetic channels (l_a+l_c+k odd) use the kernel U_k = r_<^k/r_>^(k+1) and are the same for Gaunt and Breit; electric channels use U_(k−1) (lo) and U_(k+1) (hi), which Breit weights by (k+1)/(2k+1) and k/(2k+1) and supplements with a half-range cross integral S over U_(k−1)−U_(k+1). The program asserts the pointwise vector-harmonic expansion of both kernels, the Legendre expansion of r12 and its radial derivative identities, the σ·Y angular elements by sphere quadrature, and full Coulomb, Gaunt and Breit elements of random Gaussian spinors against a Cartesian evaluation that uses no multipoles. It also asserts that Breit vanishes at k = 0 while Gaunt does not in a test case, that the 6j weights match explicit m sums, that Breit minus Gaunt equals (ε_c−ε_a)(ε_d−ε_b)∬ρ f_k ρ/(2c²) for hydrogenic orbitals, and that the 1s² energy approaches Z³/(4c²) at Z = 1. The output is a first-order calculation for He-like Br³³⁺ with unscreened point-nucleus Dirac orbitals, listed channel by channel. It gives 0.58225 Eh for 1s², Breit shifts of 0.218938 and 0.012580 Eh for (1s2p1/2)J=0 and (1s2p3/2)J=2, and a J=2 minus J=0 interval of 64.8 eV with Coulomb only and 59.2 eV with either Gaunt or Breit.

## Numerical check

```python
# Result under test: <ab|g|cd> = sum_k A_k X_k for Gaunt g=-a1.a2/u and Breit g=-(a1.a2+(a1.n)(a2.n))/(2u),
# u=|r1-r2|, n=(r1-r2)/u, spinors psi=(P Omega_kappa, iQ Omega_-kappa)/r, Hartree units. D=kappa_a-kappa_c,
# V=PaQc+QaPc, M=(D-k)PaQc+(D+k)QaPc, N=(D+k+1)PaQc+(D-k-1)QaPc, U_v=r<^v/r>^(v+1), R^v[f,g]=int int f U_v g,
# S[M,N]=int_{r<s} M(r)(U_{k-1}-U_{k+1})N(s). Odd la+lc+k: mag=-(ka+kc)(kb+kd)R^k[V,V]/(k(k+1)).
# Even: lo=R^{k-1}[M,M]/(k(2k-1)), hi=R^{k+1}[N,N]/((k+1)(2k+3)), cross=-(S[Mac,Nbd]+S[Mbd,Nac])/(2(2k+1)).
# X_Gaunt=mag+lo+hi, X_Breit=mag+((k+1)lo+k hi)/(2k+1)+cross. Half-integer j, m are stored doubled.
import numpy as np, sympy as sp, mpmath as mp
from math import factorial as fa, sqrt, pi, comb, gamma
from fractions import Fraction
from functools import lru_cache
from scipy.special import lpmv, eval_legendre, gamma as vgamma
from scipy.signal import convolve
from scipy.constants import fine_structure, physical_constants
from sympy.physics.wigner import wigner_3j, wigner_6j
c = 1/fine_structure
eV = physical_constants['Hartree energy in eV'][0]
sg = lambda n: -1 if n % 2 else 1
lk = lambda k: k if k > 0 else -k-1
j2 = lambda k: 2*abs(k)-1
H = lambda n: sp.Rational(n, 2)

@lru_cache(None)
def threej(a, b, d, x, y, z):
    if x+y+z or d > a+b or d < abs(a-b) or (a+b+d) % 2: return 0.0
    if abs(x) > a or abs(y) > b or abs(z) > d or (a+x) % 2 or (b+y) % 2: return 0.0
    h = lambda n: fa(n//2)
    pre = Fraction(h(a+b-d)*h(a-b+d)*h(b+d-a), h(a+b+d+2))*h(a+x)*h(a-x)*h(b+y)*h(b-y)*h(d+z)*h(d-z)
    s = Fraction(0)
    for t in range(max(0, (b-d-x)//2, (a-d+y)//2), min((a+b-d)//2, (a-x)//2, (b+y)//2)+1):
        s += Fraction(sg(t), fa(t)*fa((d-b+x)//2+t)*fa((d-a-y)//2+t)*fa((a+b-d)//2-t)*fa((a-x)//2-t)*fa((b+y)//2-t))
    return sg((a-b-z)//2)*(1 if s >= 0 else -1)*sqrt(float(pre*s*s))
for arg in [(3, 2, 1, -1, 0, 1), (5, 4, 3, -3, 2, 1), (8, 2, 6, 4, -2, -2)]:
    assert abs(threej(*arg)-float(wigner_3j(*[H(n) for n in arg]))) < 1e-14
cg = lambda a, x, b, y, J, M: sg((a-b+M)//2)*sqrt(J+1)*threej(a, b, J, x, y, -M)
ck = lambda k, ja, jc: sg((ja+1)//2)*sqrt((ja+1)*(jc+1))*threej(ja, jc, 2*k, -1, 1, 0)
dk = lambda k, ja, ma, jc, mc: sg((ja-ma)//2)*threej(ja, 2*k, jc, -ma, ma-mc, mc)*ck(k, ja, jc)

def ylm(l, m, ct, ph):
    if abs(m) > l: return np.zeros(ct.shape, complex)
    if m < 0: return sg(m)*np.conj(ylm(l, -m, ct, ph))
    return sqrt((2*l+1)/(4*pi)*fa(l-m)/fa(l+m))*lpmv(m, l, ct)*np.exp(1j*m*ph)
evec = {1: np.array([-1, -1j, 0])/sqrt(2), 0: np.array([0, 0, 1+0j]), -1: np.array([1, -1j, 0])/sqrt(2)}
def vsh(k, v, q, ct, ph):
    return sum(cg(2*v, 2*(q-m), 2, 2*m, 2*k, 2*q)*np.outer(evec[m], ylm(v, q-m, ct, ph)) for m in (1, 0, -1))
sig = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])

# Legendre coefficient of u, and the radial gradient operators acting on it
xg, wg = np.polynomial.legendre.leggauss(80)
r1, r2 = sp.symbols('r1 r2', positive=True)
for k in range(7):
    f = r1**(k+2)/((2*k+3)*r2**(k+1))-r1**k/((2*k-1)*r2**(k-1))
    quad = (2*k+1)/2*np.sum(wg*np.sqrt(0.36+1.21-1.32*xg)*eval_legendre(k, xg))
    assert abs(quad-float(f.subs({r1: 0.6, r2: 1.1}))) < 1e-12
    Dm = lambda g, r: sp.diff(g, r)+(k+1)*g/r
    Dp = lambda g, r: sp.diff(g, r)-k*g/r
    U = lambda v: r1**v/r2**(v+1)
    assert sp.expand(Dm(Dm(f, r1), r2)+sp.Rational(2*(2*k+1), 2*k-1)*U(k-1)) == 0
    assert sp.expand(Dp(Dp(f, r1), r2)+sp.Rational(2*(2*k+1), 2*k+3)*U(k+1)) == 0
    assert sp.expand(Dm(Dp(f, r2), r1)-(2*k+1)*(U(k-1)-U(k+1))) == 0
    assert sp.expand(Dp(Dm(f, r2), r1)) == 0
    fs = f.subs({r1: r2, r2: r1}, simultaneous=True)
    for dv in ((r1,), (r1, r1), (r1, r2)):
        assert sp.expand((sp.diff(f, *dv)-sp.diff(fs, *dv)).subs(r1, r2)) == 0

# pointwise dyadic kernels for both radial orderings
ct, ph, rad = np.array([0.3, -0.55]), np.array([0.7, 2.9]), np.array([0.35, 1.0])
pts = rad*np.array([np.sqrt(1-ct**2)*np.cos(ph), np.sqrt(1-ct**2)*np.sin(ph), ct])
KG = np.zeros((2, 3, 3), complex); KB = KG.copy()
Uv = lambda v: rad[0]**v/rad[1]**(v+1)
for k in range(25):
    for q in range(-k, k+1):
        Y = {v: vsh(k, v, q, ct, ph) for v in (k-1, k, k+1) if v >= 0}
        for o in (0, 1):
            for v in Y:
                t = 4*pi/(2*v+1)*Uv(v)*np.outer(Y[v][:, o], np.conj(Y[v][:, 1-o]))
                KG[o] += t
                KB[o] += t*{k-1: (k+1)/(2*k+1), k: 1, k+1: k/(2*k+1)}[v]
            if k:
                v1, v2 = (k-1, k+1) if o == 0 else (k+1, k-1)
                KB[o] -= 2*pi*sqrt(k*(k+1))/(2*k+1)*(Uv(k-1)-Uv(k+1))*np.outer(Y[v1][:, o], np.conj(Y[v2][:, 1-o]))
uv = pts[:, 0]-pts[:, 1]; u = np.linalg.norm(uv)
kernel_err = max(np.abs(KG-np.eye(3)/u).max(), np.abs(KB-(np.eye(3)+np.outer(uv, uv)/u**2)/(2*u)).max())
assert kernel_err < 1e-8

# angular matrix elements of sigma.Y by quadrature on the sphere
xa, wa = np.polynomial.legendre.leggauss(10)
CT = np.repeat(xa, 20); PH = np.tile(np.arange(20)*pi/10, 10); W = np.repeat(wa, 20)*pi/10
kaps = [-1, 1, -2, 2, -3, 3]
Om = {(k, m): np.array([cg(2*lk(k), m-s, 1, s, j2(k), m)*ylm(lk(k), (m-s)//2, CT, PH) for s in (1, -1)])
      for k in kaps for m in range(-j2(k), j2(k)+1, 2)}
nv = np.array([np.sqrt(1-CT**2)*np.cos(PH), np.sqrt(1-CT**2)*np.sin(PH), CT])
for (k, m), o in Om.items():
    assert np.abs(np.einsum('ist,ip,tp->sp', sig, nv, o)+Om[(-k, m)]).max() < 1e-12
sY = {(k, v, q): np.einsum('ist,ip->stp', sig, vsh(k, v, q, CT, PH))*W
      for k in range(6) for v in (k-1, k, k+1) if v >= 0 and (k or v == 1) for q in range(-k, k+1)}
ang_err = 0
for (k1, m1), o1 in Om.items():
    for (k2, m2), o2 in Om.items():
        pair = np.conj(o1)[:, None, :]*o2[None, :, :]
        for k in range(abs(m1-m2)//2, 6):
            base = sqrt((2*k+1)/(4*pi))*dk(k, j2(k1), m1, j2(k2), m2)
            even = (lk(k1)+lk(k2)+k) % 2 == 0
            pred = {k+1: 0 if even else base*(k1+k2+k+1)/sqrt((k+1)*(2*k+1))}
            if k:
                pred[k] = base*(k2-k1)/sqrt(k*(k+1)) if even else 0
                pred[k-1] = 0 if even else base*(k1+k2-k)/sqrt(k*(2*k+1))
            for v in pred:
                ang_err = max(ang_err, abs(np.sum(pair*sY[(k, v, (m1-m2)//2)])-pred[v]))
assert ang_err < 1e-12

# radial functions: lists of (coef, power, exponent) for coef r^power exp(-exponent r^p)
xt, wt = np.polynomial.legendre.leggauss(64); xt = (xt+1)/2; tt = xt**2; wt = wt*xt
prod = lambda f, g: [(a*b, m+n, x+y) for a, m, x in f for b, n, y in g]
lin = lambda s, f, t, g: [(s*a, m, x) for a, m, x in f]+[(t*a, m, x) for a, m, x in g]
def ordered(f, m, g, n, p):  # integral over r<s of f(r) r^m g(s) s^n, using r = s t
    tot = 0.0
    for a, A, x in f:
        for b, B, y in g:
            e = (A+m+B+n+2)/p
            tot += a*b*gamma(e)/p*np.sum(wt*tt**(A+m)/(x*tt**p+y)**e)
    return tot
Rv = lambda f, g, v, p: ordered(f, v, g, -v-1, p)+ordered(g, v, f, -v-1, p)
Sk = lambda M, N, k, p: ordered(M, k-1, N, -k, p)-ordered(M, k+1, N, -k-2, p)
Fk = lambda f, g, k, p: sum(ordered(x, k+2, y, -k-1, p)/(2*k+3)-ordered(x, k, y, 1-k, p)/(2*k-1) for x, y in ((f, g), (g, f)))
rho = lambda a, b: lin(1, prod(a['P'], b['P']), 1, prod(a['Q'], b['Q']))
def VMN(a, b, k):
    D = a['k']-b['k']; pq, qp = prod(a['P'], b['Q']), prod(a['Q'], b['P'])
    return lin(1, pq, 1, qp), lin(D-k, pq, D+k, qp), lin(D+k+1, pq, D-k-1, qp)
def pieces(a, b, cc, d, k):
    o = dict(C=0.0, mag=0.0, lo=0.0, hi=0.0, cross=0.0); p = a['p']
    p1, p2 = (lk(a['k'])+lk(cc['k'])+k) % 2, (lk(b['k'])+lk(d['k'])+k) % 2
    V1, M1, N1 = VMN(a, cc, k); V2, M2, N2 = VMN(b, d, k)
    if p1 == p2 == 1 and k:
        o['mag'] = -(a['k']+cc['k'])*(b['k']+d['k'])*Rv(V1, V2, k, p)/(k*(k+1))
    if p1 == p2 == 0:
        o['C'] = Rv(rho(a, cc), rho(b, d), k, p)
        o['hi'] = Rv(N1, N2, k+1, p)/((k+1)*(2*k+3))
        if k:
            o['lo'] = Rv(M1, M2, k-1, p)/(k*(2*k-1))
            o['cross'] = -(Sk(M1, N2, k, p)+Sk(M2, N1, k, p))/(2*(2*k+1))
    o['G'] = o['mag']+o['lo']+o['hi']
    o['B'] = o['mag']+((k+1)*o['lo']+k*o['hi'])/(2*k+1)+o['cross']
    return o
def element(orb, ms):
    js = [j2(o['k']) for o in orb]; tot = {}
    for k in range(6):
        A = sg((ms[0]-ms[2])//2)*dk(k, js[0], ms[0], js[2], ms[2])*dk(k, js[1], ms[1], js[3], ms[3])
        for key, val in (pieces(*orb, k).items() if A else ()): tot[key] = tot.get(key, 0.0)+A*val
    return {key: tot.get(key, 0.0) for key in ('C', 'G', 'B', 'mag', 'lo', 'hi', 'cross')}

# definition side: Cartesian polynomial x Gaussian currents, exact convolution, no multipoles
X, Yv, Zs = sp.symbols('x y z')
@lru_cache(None)
def solid(l, m):
    arr = np.zeros((4, 4, 4), complex)
    if abs(m) > l: return arr
    e = sum((-(X+sp.I*Yv)/2)**(q+m)*((X-sp.I*Yv)/2)**q*Zs**(l-2*q-m)/(fa(q+m)*fa(q)*fa(l-2*q-m))
            for q in range(max(0, -m), (l-m)//2+1))
    for idx, co in sp.Poly(sp.expand(e), X, Yv, Zs).terms(): arr[idx] = complex(co)
    return arr*sqrt((2*l+1)/(4*pi)*fa(l+m)*fa(l-m))
for l in range(4):
    for m in range(-l, l+1):
        val = np.einsum('abc,a,b,c', solid(l, m), *[pts[i, 1]**np.arange(4) for i in range(3)])
        assert abs(val-ylm(l, m, ct, ph)[1]) < 1e-12
spoly = lambda k, m: [cg(2*lk(k), m-s, 1, s, j2(k), m)*solid(lk(k), (m-s)//2) for s in (1, -1)]
def bil(u_, mat, w_):
    return sum(mat[s, t]*convolve(np.conj(u_[s]), w_[t], method='direct') for s in (0, 1) for t in (0, 1) if mat[s, t] != 0)
n15 = np.arange(15); g1 = np.where(n15 % 2 == 0, vgamma((n15+1)/2), 0.0)
N15 = n15[:, None, None]+n15[None, :, None]+n15[None, None, :]
sphere = 2*g1[:, None, None]*g1[None, :, None]*g1[None, None, :]/vgamma((N15+3)/2)
def tables(al, be):
    s = al+be; T = np.zeros((7, 7, 13))
    for l in range(7):
        for m in range(7):
            for a in range(l+1):
                for b in range(a % 2, m+1, 2):
                    T[l, m, l-a+m-b] += comb(l, a)*comb(m, b)*(be/s)**(l-a)*(-al/s)**(m-b)*gamma((a+b+1)/2)/s**((a+b+1)/2)
    e = (N15[:13, :13, :13]+2)/2
    return T, vgamma(e)/(2*(al*be/s)**e)
def corr(f, g, T):
    B = np.tensordot(np.tensordot(f, T, ([2], [0])), g, ([2], [2]))
    return np.tensordot(np.tensordot(B, T, ([1, 4], [0, 1])), T, ([0, 2], [0, 1])).transpose(2, 1, 0)
def direct(orb, ms):
    up = [([o['P'][0][0]*x for x in spoly(o['k'], m)], o['P'][0][2]) for o, m in zip(orb, ms)]
    dn = [([1j*o['Q'][0][0]*x for x in spoly(-o['k'], m)], o['Q'][0][2]) for o, m in zip(orb, ms)]
    cur = lambda i, j: [([bil(x[0], s, y[0]) for s in sig], x[1]+y[1]) for x, y in ((up[i], dn[j]), (dn[i], up[j]))]
    den = lambda i, j: [(bil(x[0], np.eye(2), y[0]), x[1]+y[1]) for x, y in ((up[i], up[j]), (dn[i], dn[j]))]
    s0 = sphere[:13, :13, :13]; C = G = L = 0
    for f, al in den(0, 2):
        for g, be in den(1, 3):
            T, rd = tables(al, be); C += np.sum(corr(f, g, T)*s0*rd)
    for f, al in cur(0, 2):
        for g, be in cur(1, 3):
            T, rd = tables(al, be)
            for i in range(3):
                for j in range(3):
                    cr = corr(f[i], g[j], T)*rd; o = [0, 0, 0]; o[i] += 1; o[j] += 1
                    L += np.sum(cr*sphere[o[0]:o[0]+13, o[1]:o[1]+13, o[2]:o[2]+13])
                    if i == j: G += np.sum(cr*s0)
    return dict(C=C, G=-G, B=-(G+L)/2)
rng = np.random.default_rng(7)
def gauss_orb(k):
    term = lambda l, z: [(1/sqrt(gamma(l+1.5)/(2*(2*z)**(l+1.5))), l+1, z)]
    return dict(k=k, p=2, P=term(lk(k), rng.uniform(.5, 2)), Q=term(lk(-k), rng.uniform(.5, 2)))
ncase = nbig = 0; full_err = 0; seen = dict(mag=0, lo=0, hi=0, cross=0)
while ncase < 24:
    ks = [int(x) for x in rng.choice(kaps, 4)]
    ms = [int(2*rng.integers(0, j2(k)+1)-j2(k)) for k in ks[:3]]; ms.append(ms[0]+ms[1]-ms[2])
    if sum(lk(k) for k in ks) % 2 or abs(ms[3]) > j2(ks[3]): continue
    orb = [gauss_orb(k) for k in ks]; d, e = direct(orb, ms), element(orb, ms)
    full_err = max([full_err]+[abs(d[x]-e[x]) for x in 'CGB'])
    ncase += 1; nbig += abs(d['B']) > 1e-4
    for x in seen: seen[x] = max(seen[x], abs(e[x]))
assert full_err < 1e-10 and nbig >= 8 and min(seen.values()) > 1e-4
orb = [gauss_orb(-1) for _ in range(4)]
d1, d2 = direct(orb, [1, 1, 1, 1]), direct(orb, [1, -1, 1, -1])  # the sum over m_b=m_d keeps only k=0
assert abs(d1['B']+d2['B']) < 1e-11 and abs(d1['G']+d2['G']) > 1e-5

# Dirac-Coulomb point-nucleus orbitals
def hyd(n, k, Z):
    g = sqrt(k*k-(Z/c)**2); nr = n-abs(k); x = Z/c/(nr+g); Wt = c*c/sqrt(1+x*x); lam = Wt*x/c
    p, q = [1.0], [c*(g+k)/Z]
    rhs = lambda: [c*lam*p[-1]+(Wt+c*c)*q[-1], c*lam*q[-1]-(Wt-c*c)*p[-1]]
    for j in range(1, nr+1):
        s = np.linalg.solve([[c*(g+j+k), -Z], [Z, c*(g+j-k)]], rhs()); p.append(s[0]); q.append(s[1])
    assert max(abs(x) for x in rhs()) < 1e-9*c*lam*abs(p[-1])
    o = dict(k=k, p=1, e=Wt-c*c, g=g, P=[(a, g+j, lam) for j, a in enumerate(p)], Q=[(a, g+j, lam) for j, a in enumerate(q)])
    nm = 1/sqrt(overlap(o, o)); o['P'] = lin(nm, o['P'], 0, []); o['Q'] = lin(nm, o['Q'], 0, [])
    return o
overlap = lambda a, b: sum(s*gamma(m+1)/x**(m+1) for s, m, x in rho(a, b))
Z = 35
s1, s2, p1, p3, d5, q1 = [hyd(n, k, Z) for n, k in ((1, -1), (2, -1), (2, 1), (2, -2), (3, -3), (3, 1))]
assert abs(overlap(s1, s2)) < 1e-11 and abs(overlap(p1, q1)) < 1e-11
gauge_err = 0
for a, b, cc, d, k in ((s1, p3, p3, s1, 1), (s1, p1, p1, s1, 1), (s1, s2, s2, s1, 0), (s1, p3, d5, q1, 2), (s1, p1, p3, s2, 1)):
    o = pieces(a, b, cc, d, k)
    ref = (cc['e']-a['e'])*(d['e']-b['e'])/(2*c*c)*Fk(rho(a, cc), rho(b, d), k, 1)
    gauge_err = max(gauge_err, abs(o['B']-o['G']-ref)/abs(o['G']))
assert gauge_err < 1e-9

def weight(orb, J, k):
    ja, jb, jc, jd = [j2(o['k']) for o in orb]
    w = ck(k, ja, jc)*ck(k, jb, jd)
    return w and sg((jb+jc)//2+J)*float(wigner_6j(H(ja), H(jb), J, H(jd), H(jc), k))*w
def level(a, b, J, label=None):
    tot = dict(C=0.0, G=0.0, B=0.0); xs = -sg((j2(a['k'])+j2(b['k']))//2-J)
    for nm, s, orb in (('dir', 1, (a, b, a, b)), ('exc', xs, (a, b, b, a))):
        for k in range(5):
            w = s*weight(orb, J, k)
            if not w: continue
            o = pieces(*orb, k)
            for x in tot: tot[x] += w*o[x]
            if label:
                print(f"{label} {nm} k={k}: weight {w:+.6f}, X_C {o['C']:.6f}, X_G {o['G']:+.6f}, X_B {o['B']:+.6f} Eh")
                print(f"   mag {o['mag']:+.6f} lo {o['lo']:+.6f} hi {o['hi']:+.6f} cross {o['cross']:+.6f} Eh")
    return tot
def level_msum(a, b, J):
    ja, jb = j2(a['k']), j2(b['k']); tot = dict(C=0.0, G=0.0, B=0.0)
    st = [(m, -m, cg(ja, m, jb, -m, 2*J, 0)) for m in range(-ja, ja+1, 2) if abs(m) <= jb]
    for m1, n1, w1 in st:
        for m2, n2, w2 in st:
            dd, ee = element((a, b, a, b), [m1, n1, m2, n2]), element((a, b, b, a), [m1, n1, n2, m2])
            for x in tot: tot[x] += w1*w2*(dd[x]-ee[x])
    return tot
for a, b, J in ((s1, p1, 0), (s1, p1, 1), (s1, p3, 1), (s1, p3, 2), (p1, p3, 2)):
    x1, x2 = level(a, b, J), level_msum(a, b, J)
    assert max(abs(x1[x]-x2[x]) for x in 'CGB') < 1e-10

pq = prod(s1['P'], s1['Q']); R1 = Rv(pq, pq, 1, 1); g = s1['g']; lam2 = pq[0][2]
R1mp = 2*pq[0][0]**2*lam2**(-4*g-1)*mp.quad(lambda x: x**(2*g+1)*mp.exp(-x)*mp.gammainc(2*g-1, x), [0, 1, 4, 12, 40])
assert abs(R1/float(R1mp)-1) < 1e-9
ground = lambda o: {x: v/2 for x, v in level(o, o, 0).items()}
g35, g1_ = ground(s1), ground(hyd(1, -1, 1))
assert abs(g35['B']-8*R1/3) < 1e-12 and abs(g35['B']-g35['G']) < 1e-12
ratio1 = g1_['B']/(1/(4*c*c))
assert abs(ratio1-1) < 2e-4  # relative correction is of order (Z/c)^2

print(f"max errors: kernel {kernel_err:.1e}, angular {ang_err:.1e}, Cartesian {full_err:.1e} Eh, gauge {gauge_err:.1e} (rel)")
print(f"random cases {ncase}; largest cross term among them {seen['cross']:.4f} Eh")
print(f"Z = {Z}, c = {c:.6f} a.u., gamma(|kappa|=1) = {g:.6f}, gamma(|kappa|=2) = {p3['g']:.6f}")
print(f"eps 1s {s1['e']:.5f}, 2s {s2['e']:.5f}, 2p1/2 {p1['e']:.5f}, 2p3/2 {p3['e']:.5f} Eh")
print(f"1s^2: R^1[PQ,PQ] = {R1:.6f} Eh, weight k=1 = {weight((s1,)*4, 0, 1):+.6f}, Coulomb = {g35['C']:.5f} Eh")
print(f"1s^2: Gaunt = Breit = {g35['B']:.6f} Eh = {g35['B']*eV:.3f} eV; Z^3/(4c^2) = {Z**3/(4*c*c):.6f} Eh")
print(f"1s^2 Breit over Z^3/(4c^2): Z=1 {ratio1:.6f}, Z=35 {g35['B']/(Z**3/(4*c*c)):.6f}")
for nm, b in (('2p1/2', p1), ('2p3/2', p3)):
    x, y = prod(s1['P'], b['Q']), prod(s1['Q'], b['P'])
    for v in (0, 2):
        print(f"a=1s b={nm} R^{v}: [PaQb,PaQb] {Rv(x,x,v,1):.6f} [PaQb,QaPb] {Rv(x,y,v,1):+.6f} [QaPb,QaPb] {Rv(y,y,v,1):.6f} Eh")
    _, M1, N1 = VMN(s1, b, 1); _, M2, N2 = VMN(b, s1, 1)
    print(f"a=1s b={nm} k=1: S[Mab,Nba] {Sk(M1,N2,1,1):+.6f}, S[Mba,Nab] {Sk(M2,N1,1,1):+.6f} Eh")
    va, vb = VMN(s1, s1, 1)[0], VMN(b, b, 1)[0]
    print(f"a=1s b={nm}: R^1[Vaa,Vbb] {Rv(va,vb,1,1):+.6f} Eh, F_1[rho_ab,rho_ba] {Fk(rho(s1,b),rho(b,s1),1,1):+.6e} bohr")
L0, L2 = level(s1, p1, 0, 'J=0'), level(s1, p3, 2, 'J=2')
for nm, L in (('1s2p1/2 J=0', L0), ('1s2p3/2 J=2', L2)):
    print(f"{nm}: Coulomb {L['C']:.6f}, Gaunt {L['G']:+.6f}, Breit {L['B']:+.6f} Eh (Breit {L['B']*eV:+.3f} eV)")
o = pieces(s1, s2, s2, s1, 0)
print(f"1s-2s exchange k=0: X_G {o['G']:+.6f} Eh, X_B {o['B']:+.6f} Eh")
dD, dC = p3['e']-p1['e'], L2['C']-L0['C']
print(f"J=2 minus J=0: Dirac {dD:.6f}, Coulomb {dC:+.6f}, Gaunt {L2['G']-L0['G']:+.6f}, Breit {L2['B']-L0['B']:+.6f} Eh")
for nm, x in (('Coulomb only', 0.0), ('with Gaunt', L2['G']-L0['G']), ('with Breit', L2['B']-L0['B'])):
    print(f"interval {nm}: {dD+dC+x:.6f} Eh = {(dD+dC+x)*eV:.3f} eV")
print("done: every assertion held")
```

Output:

```
max errors: kernel 5.8e-12, angular 3.9e-16, Cartesian 2.0e-15 Eh, gauge 9.5e-14 (rel)
random cases 24; largest cross term among them 0.1181 Eh
Z = 35, c = 137.035999 a.u., gamma(|kappa|=1) = 0.966834, gamma(|kappa|=2) = 1.983625
eps 1s -622.82851, 2s -156.35807, 2p1/2 -156.35807, 2p3/2 -153.75444 Eh
1s^2: R^1[PQ,PQ] = 0.218344 Eh, weight k=1 = -0.333333, Coulomb = 22.42324 Eh
1s^2: Gaunt = Breit = 0.582250 Eh = 15.844 eV; Z^3/(4c^2) = 0.570788 Eh
1s^2 Breit over Z^3/(4c^2): Z=1 1.000016, Z=35 1.020081
a=1s b=2p1/2 R^0: [PaQb,PaQb] 0.077110 [PaQb,QaPb] -0.058954 [QaPb,QaPb] 0.050064 Eh
a=1s b=2p1/2 R^2: [PaQb,PaQb] 0.032369 [PaQb,QaPb] -0.023498 [QaPb,QaPb] 0.022540 Eh
a=1s b=2p1/2 k=1: S[Mab,Nba] +0.265021, S[Mba,Nab] +0.265021 Eh
a=1s b=2p1/2: R^1[Vaa,Vbb] -0.148115 Eh, F_1[rho_ab,rho_ba] -1.135980e-02 bohr
a=1s b=2p3/2 R^0: [PaQb,PaQb] 0.011262 [PaQb,QaPb] +0.022810 [QaPb,QaPb] 0.046200 Eh
a=1s b=2p3/2 R^2: [PaQb,PaQb] 0.005101 [PaQb,QaPb] +0.010331 [QaPb,QaPb] 0.020924 Eh
a=1s b=2p3/2 k=1: S[Mab,Nba] -0.012162, S[Mba,Nab] -0.012162 Eh
a=1s b=2p3/2: R^1[Vaa,Vbb] +0.112464 Eh, F_1[rho_ab,rho_ba] -1.126180e-02 bohr
J=0 dir k=0: weight +1.000000, X_C 8.808933, X_G +0.000000, X_B +0.000000 Eh
   mag +0.000000 lo +0.000000 hi +0.000000 cross +0.000000 Eh
J=0 dir k=1: weight -0.333333, X_C 0.000000, X_G -0.296230, X_B -0.296230 Eh
   mag -0.296230 lo +0.000000 hi +0.000000 cross +0.000000 Eh
J=0 exc k=0: weight +1.000000, X_C 0.000000, X_G +0.000000, X_B +0.000000 Eh
   mag +0.000000 lo +0.000000 hi +0.000000 cross +0.000000 Eh
J=0 exc k=1: weight -0.333333, X_C 1.809228, X_G -0.426400, X_B -0.360585 Eh
   mag +0.000000 lo -0.390335 hi -0.036064 cross -0.088340 Eh
J=2 dir k=0: weight +1.000000, X_C 8.572001, X_G +0.000000, X_B +0.000000 Eh
   mag +0.000000 lo +0.000000 hi +0.000000 cross +0.000000 Eh
J=2 dir k=1: weight +0.066667, X_C 0.000000, X_G -0.449858, X_B -0.449858 Eh
   mag -0.449858 lo +0.000000 hi +0.000000 cross +0.000000 Eh
J=2 exc k=1: weight -0.333333, X_C 1.768355, X_G -0.185284, X_B -0.119307 Eh
   mag +0.000000 lo -0.184799 hi -0.000484 cross +0.004054 Eh
J=2 exc k=2: weight -0.040000, X_C 0.000000, X_G -0.070030, X_B -0.070030 Eh
   mag -0.070030 lo +0.000000 hi +0.000000 cross +0.000000 Eh
1s2p1/2 J=0: Coulomb 8.205858, Gaunt +0.240877, Breit +0.218938 Eh (Breit +5.958 eV)
1s2p3/2 J=2: Coulomb 7.982549, Gaunt +0.034572, Breit +0.012580 Eh (Breit +0.342 eV)
1s-2s exchange k=0: X_G -0.007649 Eh, X_B +0.000000 Eh
J=2 minus J=0: Dirac 2.603625, Coulomb -0.223308, Gaunt -0.206305, Breit -0.206359 Eh
interval Coulomb only: 2.380317 Eh = 64.772 eV
interval with Gaunt: 2.174012 Eh = 59.158 eV
interval with Breit: 2.173958 Eh = 59.156 eV
done: every assertion held
```
